# Why uniform strain does not spin-split the hole bands of bulk silicon: a numerical check

```python
"""
Result under test: uniform strain leaves every band of bulk silicon twofold
degenerate at every wavevector k, because inversion P and time reversal T
combine into an antiunitary symmetry PT with (PT)^2 = -1 that keeps k.
Strain only separates different pairs (heavy and light holes).

Symbols: eps = strain tensor, u = relative shift of the two sublattices (nm),
k = wavevector (1/nm), Delta = spin-orbit splitting (eV), lam = Delta/3,
h = real symmetric 3x3 orbital matrix of the hole bands in the X, Y, Z basis,
g1, g2, g3 = Luttinger parameters, b, d = shear deformation potentials (eV).
Energies are electron energies in eV; holes are at the top of the valence band.
Material values are rough typical ones for silicon.
"""
import itertools
import numpy as np
from scipy import constants as sc

rng = np.random.default_rng(4)
I2, I3 = np.eye(2), np.eye(3)
HB2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # eV nm^2
DELTA = 0.044
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LEVI = np.zeros((3, 3, 3))
for perm in itertools.permutations(range(3)):
    LEVI[perm] = np.linalg.det(I3[list(perm)])
LORB = -1j * LEVI
LS = sum(np.kron(LORB[i], SIGMA[i]) for i in range(3))

# ---------- strained crystal geometry ----------
A0 = 0.543
BONDS = A0 / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
PRIM = A0 / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
EPS_TRI = np.array([[0.9, 0.7, -0.3], [0.7, -0.4, 0.5], [-0.3, 0.5, 0.3]]) / 100
U_TRI = np.array([0.002, -0.001, 0.003])
ZERO3, NOSHIFT = np.zeros((3, 3)), np.zeros(3)


def count_point_operations(eps):
    """Operations of the cubic group that preserve the strained metric."""
    metric = (I3 + eps).T @ (I3 + eps)
    count = 0
    for p in itertools.permutations(range(3)):
        for signs in itertools.product([1, -1], repeat=3):
            w = np.diag(signs) @ I3[list(p)]
            count += np.allclose(w.T @ metric @ w, metric, atol=1e-10)
    return count


def inversion_mismatch(eps, u):
    """Invert a cluster about a bond midpoint; distance to other-sublattice atoms."""
    f = I3 + eps
    t = f @ BONDS[0] + u
    cells = np.array(list(itertools.product(range(-3, 4), repeat=3)))
    first = cells @ PRIM @ f.T
    second = first + t
    inner = np.all(np.abs(cells) <= 2, axis=1)
    image = t - first[inner]
    dist = np.linalg.norm(image[:, None] - second[None], axis=2)
    return dist.min(axis=1).max()


# ---------- sp3s* tight-binding crystal, 20 states ----------
ES, EP, EX = -4.2, 1.7, 6.7
SS, SP, XP, PPS, PPP = -2.1, 2.5, 2.3, 2.7, -0.7


def hopping(bond):
    """Two-centre integrals, scaled as 1/length^2; orbital order s,x,y,z,s*."""
    length = np.linalg.norm(bond)
    n = bond / length
    t = np.zeros((5, 5))
    t[0, 0] = SS
    t[0, 1:4], t[1:4, 0] = SP * n, -SP * n
    t[4, 1:4], t[1:4, 4] = XP * n, -XP * n
    t[1:4, 1:4] = (PPS - PPP) * np.outer(n, n) + PPP * I3
    return t * (np.linalg.norm(BONDS[0]) / length)**2


def crystal(k, eps, u, offset=0.0, delta=DELTA):
    """Bloch matrix; offset makes the two sublattices chemically different."""
    bonds = BONDS @ (I3 + eps).T + u
    ab = sum(np.exp(1j * (k @ r)) * hopping(r) for r in bonds)
    atom = np.kron(np.diag([ES, EP, EP, EP, EX]), I2).astype(complex)
    atom[2:8, 2:8] += delta / 3 * LS
    ham = np.zeros((20, 20), complex)
    ham[:10, :10] = atom + offset * np.eye(10)
    ham[10:, 10:] = atom - offset * np.eye(10)
    ham[:10, 10:] = np.kron(ab, I2)
    ham[10:, :10] = ham[:10, 10:].conj().T
    return ham


def pair_gaps(ham):
    e = np.linalg.eigvalsh(ham)
    return e[1::2] - e[0::2]


ops = [count_point_operations(ZERO3), count_point_operations(EPS_TRI)]
assert ops == [48, 2]
mismatch = inversion_mismatch(EPS_TRI, U_TRI)
assert mismatch < 1e-12

PT = np.kron(np.kron(SIGMA[0], np.diag([1, -1, -1, -1, 1])), 1j * SIGMA[1])
assert np.allclose(PT @ PT.conj(), -np.eye(20))
kpoints = rng.uniform(-1, 1, (200, 3)) * 2 * np.pi / A0
OFFSET = 0.5
worst_pair = worst_spin = worst_no_so = 0.0
polar_split = []
for k in kpoints:
    ham = crystal(k, EPS_TRI, U_TRI)
    assert np.allclose(PT @ ham.conj() @ PT.conj().T, ham, atol=1e-12)
    worst_pair = max(worst_pair, pair_gaps(ham).max())
    vec = np.linalg.eigh(ham)[1][:, 6:8]
    for s in SIGMA:
        total = np.trace(vec.conj().T @ np.kron(np.eye(10), s) @ vec)
        worst_spin = max(worst_spin, abs(total))
    polar_split.append(pair_gaps(crystal(k, EPS_TRI, U_TRI, OFFSET))[3])
    no_so = pair_gaps(crystal(k, EPS_TRI, U_TRI, OFFSET, 0.0)).max()
    worst_no_so = max(worst_no_so, no_so)
assert worst_pair < 1e-10 and worst_spin < 1e-8 and worst_no_so < 1e-10
assert max(polar_split) > 1e-5
polar_gamma = pair_gaps(crystal(NOSHIFT, EPS_TRI, U_TRI, OFFSET)).max()
assert polar_gamma < 1e-10
e_tb0 = np.linalg.eigvalsh(crystal(NOSHIFT, ZERO3, NOSHIFT))
assert abs(e_tb0[7] - e_tb0[4]) < 1e-10          # fourfold top without strain
assert abs(e_tb0[7] - e_tb0[3] - DELTA) < 1e-10
e_tb = np.linalg.eigvalsh(crystal(NOSHIFT, EPS_TRI, U_TRI))
tb_between = e_tb[7] - e_tb[5]
assert tb_between > 1e-3

# ---------- six-band hole model ----------
G1, G2, G3 = 4.3, 0.34, 1.45
BDEF, DDEF = -2.2, -5.1


def orbital_k(k):
    k = np.asarray(k, float)
    diag = -HB2M * ((G1 - 2 * G2) * (k @ k) + 6 * G2 * k**2)
    off = -HB2M * 6 * G3 * np.outer(k, k)
    return off - np.diag(np.diag(off)) + np.diag(diag)


def orbital_strain(eps):
    e = np.diag(eps)
    off = np.sqrt(3) * DDEF * eps
    return off - np.diag(np.diag(off)) + np.diag(BDEF * (3 * e - e.sum()))


def six_band(k, eps):
    return np.kron(orbital_k(k) + orbital_strain(eps), I2) + DELTA / 3 * LS


ls_val, ls_vec = np.linalg.eigh(LS)
quartet = ls_vec[:, ls_val > 0]
lam = DELTA / 3
for _ in range(30):
    k = rng.normal(size=3) * 0.5
    eps = rng.normal(size=(3, 3)) * 0.01
    eps = (eps + eps.T) / 2
    h = orbital_k(k) + orbital_strain(eps)
    full = six_band(k, eps)
    trial = rng.uniform(0.2, 0.5)
    m = h - trial * I3
    cubic_value = np.linalg.det(m) - lam**2 * np.trace(m) - 2 * lam**3
    determinant = np.linalg.det(full - trial * np.eye(6)).real
    assert abs(determinant - cubic_value**2) < 1e-9 * abs(determinant) + 1e-16
    minors = (np.trace(h)**2 - np.trace(h @ h)) / 2
    coeff = [-1, np.trace(h), -minors + 3 * lam**2,
             np.linalg.det(h) - lam**2 * np.trace(h) - 2 * lam**3]
    roots = np.sort(np.roots(coeff).real)
    assert np.allclose(np.repeat(roots, 2), np.linalg.eigvalsh(full), atol=1e-6)
    reduced = quartet.conj().T @ np.kron(h, I2) @ quartet
    traceless = h - np.trace(h) / 3 * I3
    root = np.sqrt(np.trace(traceless @ traceless) / 6)
    formula = np.trace(h) / 3 + root * np.array([-1, -1, 1, 1])
    assert np.allclose(np.linalg.eigvalsh(reduced), formula, atol=1e-12)

# ---------- example: uniaxial compression along [110] ----------
C11, C12, C44 = 166.0, 64.0, 80.0                    # GPa
STRESS = -1.0                                       # GPa
axis = np.array([1, 1, 0]) / np.sqrt(2)
stress = STRESS * np.outer(axis, axis)
stiff = C12 * np.ones((3, 3)) + (C11 - C12) * I3
EPS = stress / (2 * C44)
EPS[np.diag_indices(3)] = np.linalg.solve(stiff, np.diag(stress))
ops_110 = count_point_operations(EPS)
assert ops_110 == 8
relaxed = np.linalg.eigvalsh(six_band(NOSHIFT, ZERO3))[::-1]
level0 = np.linalg.eigvalsh(six_band(NOSHIFT, EPS))[::-1]
K_GEN = 0.5 * np.array([1, 2, 3]) / np.sqrt(14)
levelk = np.linalg.eigvalsh(six_band(K_GEN, EPS))[::-1]
assert max(abs(level0[::2] - level0[1::2])) < 1e-12
assert max(abs(levelk[::2] - levelk[1::2])) < 1e-12
ex, ey, ez = np.diag(EPS)
tetragonal = BDEF**2 / 2 * ((ex - ey)**2 + (ey - ez)**2 + (ez - ex)**2)
shear = DDEF**2 * (EPS[0, 1]**2 + EPS[1, 2]**2 + EPS[2, 0]**2)
gap4 = 2 * np.sqrt(tetragonal + shear)
strain4 = quartet.conj().T @ np.kron(orbital_strain(EPS), I2) @ quartet
assert abs(np.ptp(np.linalg.eigvalsh(strain4)) - gap4) < 1e-12
gap6 = level0[0] - level0[2]
KSMALL = 0.02
drop = level0[0] - np.linalg.eigvalsh(six_band(KSMALL * axis, EPS))[-1]
mass = HB2M * KSMALL**2 / drop
assert mass > 0

# ---------- effects outside the uniform bulk model ----------
FILM, FIELD, DENSITY = 10.0, 0.5, 5e12              # nm, MV/cm, 1/cm^2
KF = np.sqrt(2 * np.pi * DENSITY * 1e-14)           # 1/nm


def film_levels(field, gradient, eps=EPS, points=80):
    """Top levels of a hard-wall film; gradient = relative stress change at walls."""
    step = FILM / (points + 1)
    z = (np.arange(1, points + 1) * step) - FILM / 2
    up = np.eye(points, k=1)
    kz2 = (2 * np.eye(points) - up - up.T) / step**2
    kz1 = -1j * (up - up.T) / (2 * step)
    kx, ky, _ = KF * axis
    quad, const = orbital_k([0, 0, 1]), orbital_k([kx, ky, 0])
    lin = orbital_k([kx, ky, 1]) - quad - const
    ham = np.kron(kz2, np.kron(quad, I2)) + np.kron(kz1, np.kron(lin, I2))
    ham = ham + np.kron(np.eye(points), np.kron(const, I2) + lam * LS)
    profile = np.diag(1 + gradient * 2 * z / FILM)
    ham += np.kron(profile, np.kron(orbital_strain(eps), I2))
    ham += np.kron(np.diag(0.1 * field * z), np.eye(6))   # 1 MV/cm = 0.1 V/nm
    return np.linalg.eigvalsh(ham)[::-1][:4]


flat = film_levels(0.0, 0.0)
gated = film_levels(FIELD, 0.0)
gated_fine = film_levels(FIELD, 0.0, points=110)
gated_relaxed = film_levels(FIELD, 0.0, eps=ZERO3)
GRADIENT = 0.5
bent = film_levels(0.0, GRADIENT)
split = gated[0] - gated[1]
split_fine = gated_fine[0] - gated_fine[1]
split_relaxed = gated_relaxed[0] - gated_relaxed[1]
split_bent = bent[0] - bent[1]
assert flat[0] - flat[1] < 1e-9
assert split > 1e-5 and split_relaxed > 1e-5 and split_bent > 1e-6
assert abs(split - split_fine) < 0.1 * split_fine   # finite grid step
MUB = sc.physical_constants["Bohr magneton in eV/T"][0]
BFIELD = 1.0
zeeman = MUB * BFIELD * np.kron(I3, SIGMA[2])
ez_levels = np.linalg.eigvalsh(six_band(NOSHIFT, EPS) + zeeman)[::-1]
split_b = ez_levels[0] - ez_levels[1]
assert split_b > 1e-6
MOBILITY, TEMP = 200.0, 300.0
tau = mass * sc.m_e * MOBILITY * 1e-4 / sc.e
broadening = sc.hbar / tau / sc.e
thermal = sc.k * TEMP / sc.e


def mev(values):
    return " ".join(f"{1000 * v:.2f}" for v in values)


print("SYMMETRY TEST, tight-binding crystal")
print(f"lattice constant: {A0} nm; spin-orbit Delta: {DELTA} eV")
print(f"on-site s, p, s*: {ES}, {EP}, {EX} eV")
print(f"ss, sp, s*p, pp-sigma, pp-pi: {SS}, {SP}, {XP}, {PPS}, {PPP} eV")
print("triclinic strain xx yy zz (%):", np.round(100 * np.diag(EPS_TRI), 3))
print("triclinic strain yz xz xy (%):",
      np.round(100 * EPS_TRI[[1, 0, 0], [2, 2, 1]], 3))
print("sublattice shift u (nm):", U_TRI)
print(f"point operations: unstrained {ops[0]}, [110] {ops_110}, triclinic {ops[1]}")
print(f"atom mismatch after inversion: {mismatch:.1e} nm")
print(f"random wavevectors: {len(kpoints)}")
print(f"largest splitting inside any pair: {worst_pair:.1e} eV")
print(f"largest summed spin of top pair: {worst_spin:.1e} (units hbar/2)")
print(f"gap between top two pairs at k=0: {1000 * tb_between:.2f} meV")
print(f"unlike sublattices, on-site offset: +/-{OFFSET} eV")
print(f"  largest top-pair splitting: {1000 * max(polar_split):.3f} meV")
print(f"  same, Delta=0, any pair: {worst_no_so:.1e} eV")
print(f"  same, Delta on, k=0, any pair: {polar_gamma:.1e} eV")
print("EXAMPLE, six-band silicon, rough typical parameters")
print(f"g1, g2, g3: {G1}, {G2}, {G3}; b, d: {BDEF}, {DDEF} eV")
print(f"C11, C12, C44: {C11}, {C12}, {C44} GPa; [110] stress: {STRESS} GPa")
print(f"strain xx=yy, zz, xy: {100*ex:.4f}, {100*ez:.4f}, {100*EPS[0,1]:.4f} %")
print("levels k=0, no strain (meV):", mev(relaxed))
print("levels k=0, strained (meV):", mev(level0))
print("general k (1/nm):", np.round(K_GEN, 4))
print("levels at general k, strained (meV):", mev(levelk))
print(f"gap between top pairs, k=0, six-band: {1000 * gap6:.2f} meV")
print(f"same gap, large-Delta formula: {1000 * gap4:.2f} meV")
print(f"top-band mass along [110]: {mass:.3f} m0")
print("OUTSIDE THE UNIFORM BULK MODEL")
print(f"film {FILM} nm, field {FIELD} MV/cm, holes {DENSITY:.1e} /cm2")
print(f"Fermi wavevector estimate, along [110]: {KF:.3f} 1/nm")
print(f"film top-pair splitting, no field: {abs(flat[0] - flat[1]):.1e} eV")
print(f"film splitting, field and strain: {1000 * split:.2f} meV")
print(f"  same on finer grid: {1000 * split_fine:.2f} meV")
print(f"  distance to third level: {1000 * (gated[1] - gated[2]):.2f} meV")
print(f"film splitting, field, no strain: {1000 * split_relaxed:.2f} meV")
print(f"stress at film walls: {STRESS*(1-GRADIENT)}, {STRESS*(1+GRADIENT)} GPa")
print(f"film splitting, stress gradient only: {1000 * split_bent:.3f} meV")
print(f"spin Zeeman splitting, {BFIELD} T along z: {1000 * split_b:.4f} meV")
print(f"thermal energy at {TEMP} K: {1000 * thermal:.2f} meV")
print(f"mobility {MOBILITY} cm2/Vs: collision time {tau * 1e15:.1f} fs")
print(f"collision broadening hbar/tau: {1000 * broadening:.1f} meV")
print("success")
```

Running it gives:

```
SYMMETRY TEST, tight-binding crystal
lattice constant: 0.543 nm; spin-orbit Delta: 0.044 eV
on-site s, p, s*: -4.2, 1.7, 6.7 eV
ss, sp, s*p, pp-sigma, pp-pi: -2.1, 2.5, 2.3, 2.7, -0.7 eV
triclinic strain xx yy zz (%): [ 0.9 -0.4  0.3]
triclinic strain yz xz xy (%): [ 0.5 -0.3  0.7]
sublattice shift u (nm): [ 0.002 -0.001  0.003]
point operations: unstrained 48, [110] 8, triclinic 2
atom mismatch after inversion: 0.0e+00 nm
random wavevectors: 200
largest splitting inside any pair: 2.1e-14 eV
largest summed spin of top pair: 6.7e-14 (units hbar/2)
gap between top two pairs at k=0: 153.06 meV
unlike sublattices, on-site offset: +/-0.5 eV
  largest top-pair splitting: 3.264 meV
  same, Delta=0, any pair: 2.5e-14 eV
  same, Delta on, k=0, any pair: 4.4e-15 eV
EXAMPLE, six-band silicon, rough typical parameters
g1, g2, g3: 4.3, 0.34, 1.45; b, d: -2.2, -5.1 eV
C11, C12, C44: 166.0, 64.0, 80.0 GPa; [110] stress: -1.0 GPa
strain xx=yy, zz, xy: -0.2768, 0.2134, -0.3125 %
levels k=0, no strain (meV): 14.67 14.67 14.67 14.67 -29.33 -29.33
levels k=0, strained (meV): 43.93 43.93 -4.39 -4.39 -39.54 -39.54
general k (1/nm): [0.1336 0.2673 0.4009]
levels at general k, strained (meV): 12.79 12.79 -38.19 -38.19 -97.47 -97.47
gap between top pairs, k=0, six-band: 48.31 meV
same gap, large-Delta formula: 38.49 meV
top-band mass along [110]: 0.118 m0
OUTSIDE THE UNIFORM BULK MODEL
film 10.0 nm, field 0.5 MV/cm, holes 5.0e+12 /cm2
Fermi wavevector estimate, along [110]: 0.560 1/nm
film top-pair splitting, no field: 6.8e-15 eV
film splitting, field and strain: 3.26 meV
  same on finer grid: 3.27 meV
  distance to third level: 5.02 meV
film splitting, field, no strain: 1.45 meV
stress at film walls: -0.5, -1.5 GPa
film splitting, stress gradient only: 1.917 meV
spin Zeeman splitting, 1.0 T along z: 0.1088 meV
thermal energy at 300.0 K: 25.85 meV
mobility 200.0 cm2/Vs: collision time 13.4 fs
collision broadening hbar/tau: 49.3 meV
success
```
